# Flux-weighted sampling of carriers injected over a metal-semiconductor barrier: a program that tests the result

```python
"""Injection of carriers over a barrier for Monte Carlo transport.

Result under test: carriers ARRIVING at a plane have normal-speed density
p(v) = (m v / kT) exp(-m v^2 / 2kT), so their mean normal energy is kT.
A half-Maxwellian, exp(-m v^2 / 2kT) for v > 0, gives only kT/2.

Symbols: m = mass along the contact normal, kT = thermal energy,
m_long and m_trans = masses of the silicon valleys in free-electron masses,
field = largest field in the depletion layer, barrier = height above the
metal Fermi level. Energies are measured from the barrier top.
Example: nickel silicide on lightly doped n-type (100) silicon; the material
inputs are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, expit
from scipy.stats import ks_2samp

rng = np.random.default_rng(12345)

# ---------------- inputs (rough typical values) ----------------
temperature = 300.0        # K
hot_temperature = 400.0    # K
barrier = 0.65             # eV
doping = 1.0e15            # cm^-3
reverse_bias = 1.0         # V
m_long, m_trans = 0.916, 0.19
eps_r = 11.7
nonparabolicity = 0.5      # 1/eV
breakdown_field = 0.3      # MV/cm
mobility = 1400.0          # cm2/Vs
barrier_uncertainty = 0.05  # eV

k_ev = const.k / const.e
kT = k_ev * temperature
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr_cm = const.physical_constants["Bohr radius"][0] * 100
current_unit = const.physical_constants["atomic unit of current"][0] / bohr_cm**2
speed_unit = np.sqrt(const.k * temperature / const.m_e) * 100  # cm/s, free mass


# ---------------- the two sampling rules ----------------
def flux_energy(count):
    """Normal energy / kT of arriving carriers, by inversion."""
    return -np.log1p(-rng.random(count))


def half_maxwell_energy(count):
    """Normal energy / kT if the speed is drawn from a half-Maxwellian."""
    return 0.5 * rng.standard_normal(count) ** 2


count = 4_000_000
e_flux = flux_energy(count)
e_half = half_maxwell_energy(count)
mean_flux, mean_half = e_flux.mean(), e_half.mean()
ratio = mean_flux / mean_half

# Means from the defining integrals, in units of kT
norm_f = quad(lambda v: v * np.exp(-v * v / 2), 0, 12)[0]
norm_h = quad(lambda v: np.exp(-v * v / 2), 0, 12)[0]
quad_f = quad(lambda v: v**3 / 2 * np.exp(-v * v / 2), 0, 12)[0] / norm_f
quad_h = quad(lambda v: v**2 / 2 * np.exp(-v * v / 2), 0, 12)[0] / norm_h
assert abs(mean_flux - quad_f) < 0.005 and abs(mean_half - quad_h) < 0.005
assert abs(quad_f - 1) < 1e-8 and abs(quad_h - 0.5) < 1e-8
assert abs(ratio - 2) < 0.01

tangential = 0.5 * (rng.standard_normal(count)**2 + rng.standard_normal(count)**2)
total_flux = (e_flux + tangential).mean()
total_half = (e_half + tangential).mean()
assert abs(total_flux / total_half - 4 / 3) < 0.01

slow_flux, slow_half = np.mean(e_flux < 0.1), np.mean(e_half < 0.1)
assert abs(slow_flux - (1 - np.exp(-0.1))) < 0.002
assert abs(slow_half - erf(np.sqrt(0.1))) < 0.002


# ---------------- direct experiment: no arrival law assumed ----------------
def reservoir_crossings(height, particles):
    """Move an equilibrium slab for unit time against a step at x = 0.

    Units kT = free mass = 1. The six valleys are equally populated.
    Returns the normal energy left after the climb and the valley type.
    """
    light = rng.random(particles) < 4 / 6
    mass = np.where(light, m_trans, m_long)
    speed = rng.standard_normal(particles) / np.sqrt(mass)
    position = -6 / np.sqrt(m_trans) * rng.random(particles)
    energy = 0.5 * mass * speed**2
    passed = (position + speed > 0) & (energy > height)
    return energy[passed] - height, light[passed]


weight_long = 2 * m_trans                       # two valleys, normal mass m_long
weight_trans = 4 * np.sqrt(m_long * m_trans)    # four valleys, normal mass m_trans
supply_mass = weight_long + weight_trans
light_share = weight_trans / supply_mass
crossing_results = []
for height in (0.5, 1.5):
    e_cross, is_light = reservoir_crossings(height, count)
    distance_flux = ks_2samp(e_cross, e_flux[:500_000], method="asymp").statistic
    distance_half = ks_2samp(e_cross, e_half[:500_000], method="asymp").statistic
    assert abs(e_cross.mean() - 1) < 0.025      # about five standard errors
    assert distance_flux < 0.012 and distance_half > 0.2
    assert abs(is_light.mean() - light_share) < 0.01
    crossing_results.append((height, e_cross.size, e_cross.mean(),
                             is_light.mean(), distance_flux, distance_half))

# ---------------- what a snapshot of the injected carriers shows ------------
v_flux, v_half = np.sqrt(2 * e_flux), np.sqrt(2 * e_half)
age = 100 * rng.random(count)
inside = v_flux * age < 1
snapshot_mean = e_flux[inside].mean()
assert abs(snapshot_mean - 0.5) < 0.02   # noise plus finite run time


def occupancy(speed, run_time):
    """Carriers in a unit length per unit injection rate, collisionless."""
    return np.minimum(1 / np.maximum(speed, 1e-12), run_time).mean()


run_times = (10, 100, 1000)
occ_flux = [occupancy(v_flux, t) for t in run_times]
occ_half = [occupancy(v_half, t) for t in run_times]
assert abs(occ_flux[2] - np.sqrt(np.pi / 2)) < 0.01
assert abs(occ_half[2] - occ_half[0] - np.sqrt(2 / np.pi) * np.log(100)) < 0.15

# ---------------- speeds in the silicon valleys ----------------
mean_speed = {}
for name, mass in (("light", m_trans), ("heavy", m_long)):
    unit = speed_unit / np.sqrt(mass)
    mean_speed[name] = (v_flux.mean() * unit, v_half.mean() * unit)
    assert abs(mean_speed[name][0] / (np.sqrt(np.pi / 2) * unit) - 1) < 0.003
    assert abs(mean_speed[name][1] / (np.sqrt(2 / np.pi) * unit) - 1) < 0.003

u_draw = 0.3
energy_draw = -kT * np.log(u_draw)
speed_draw = np.sqrt(2 * energy_draw * const.e / (m_trans * const.m_e)) * 100
# The fraction of arrivals above the drawn energy must equal u
assert abs(np.mean(e_flux > energy_draw / kT) - u_draw) < 0.002


# ---------------- supply current and band density by quadrature -------------
kT_au = kT / hartree


def gauss_integral(mass):
    width = np.sqrt(mass * kT_au)
    return quad(lambda k: np.exp(-k * k / (2 * mass * kT_au)),
                -10 * width, 10 * width)[0]


def normal_flux_integral(mass):
    width = np.sqrt(mass * kT_au)
    return quad(lambda k: k / mass * np.exp(-k * k / (2 * mass * kT_au)),
                0, 10 * width, epsabs=0)[0]


state_density = 2 / (2 * np.pi) ** 3
flux_sum = state_density * (
    2 * normal_flux_integral(m_long) * gauss_integral(m_trans) ** 2
    + 4 * normal_flux_integral(m_trans) * gauss_integral(m_long)
    * gauss_integral(m_trans))
supply_au = supply_mass * kT_au**2 / (2 * np.pi**2)
assert abs(flux_sum / supply_au - 1) < 1e-6

m_dos = (m_long * m_trans**2) ** (1 / 3)
band_density_au = 12 * (m_dos * kT_au / (2 * np.pi)) ** 1.5
density_sum = 6 * state_density * gauss_integral(m_long) * gauss_integral(m_trans)**2
assert abs(density_sum / band_density_au - 1) < 1e-6
band_density = band_density_au / bohr_cm**3

# ---------------- field and image-force barrier top ----------------
band_bending = barrier - kT * np.log(band_density / doping) + reverse_bias
permittivity = eps_r * const.epsilon_0
charge_ratio = const.e * doping * 1e6 / permittivity        # V/m^2
field_si = np.sqrt(2 * charge_ratio * band_bending)         # V/m
width_nm = field_si / charge_ratio * 1e9
# First integral of Poisson's equation with mobile electrons kept
first_integral = quad(lambda p: 1 - np.exp(-p / kT), 0, band_bending)[0]
assert abs(np.sqrt(2 * charge_ratio * first_integral) / field_si - 1) < 0.02

field = field_si * 1e-9                                     # V/nm
image = const.e / (16 * np.pi * permittivity) * 1e9         # eV nm
lowering, top_nm = 2 * np.sqrt(field * image), np.sqrt(image / field)
curvature = 2 * field / top_nm                              # eV/nm^2


def potential(x):
    return -field * x + field * x * x / (2 * width_nm) - image / x


found = minimize_scalar(lambda x: -potential(x), bounds=(0.5, 50),
                        method="bounded", options={"xatol": 1e-8})
step = 0.05
curv_num = -(potential(found.x + step) - 2 * potential(found.x)
             + potential(found.x - step)) / step**2
assert abs(found.fun / lowering - 1) < 0.01
assert abs(found.x / top_nm - 1) < 0.01
assert abs(curv_num / curvature - 1) < 0.02
layer_nm = brentq(lambda x: potential(found.x) - potential(x) - kT,
                  found.x, 0.5 * width_nm) - found.x


# ---------------- transmission of a parabolic barrier top ----------------
def transmission_numeric(energy):
    """Solve psi'' + (y^2/4 + energy) psi = 0, energy in units of omega."""
    edge = 20.0

    def wave(y):
        k = np.sqrt(y * y / 4 + energy)
        return k, y / (8 * k * k)       # k and k'/(2k)

    k, slope = wave(edge)
    psi = 1 / np.sqrt(k)
    start = np.array([psi, (1j * k - slope) * psi], dtype=complex)
    sol = solve_ivp(lambda y, f: [f[1], -(y * y / 4 + energy) * f[0]],
                    (edge, -edge), start, method="DOP853", rtol=1e-8, atol=1e-10)
    psi, dpsi = sol.y[:, -1]
    k, slope = wave(-edge)
    incident = 0.5 * (np.sqrt(k) * psi + (dpsi + slope * psi) / (1j * np.sqrt(k)))
    return 1 / abs(incident) ** 2


for energy in (-0.3, 0.0, 0.4):
    assert abs(transmission_numeric(energy) - expit(2 * np.pi * energy)) < 1e-3

energy_grid = np.linspace(-0.4, 1.0, 140001)
grid_step = energy_grid[1] - energy_grid[0]
omegas, sum_flux, sum_energy = [], 0.0, 0.0
for mass, weight in ((m_trans, weight_trans), (m_long, weight_long)):
    omega = const.hbar * np.sqrt(curvature * const.e * 1e18
                                 / (mass * const.m_e)) / const.e
    passed = expit(2 * np.pi * energy_grid / omega) * np.exp(-energy_grid / kT)
    flux_num = passed.sum() * grid_step
    mean_num = (energy_grid * passed).sum() * grid_step / flux_num
    angle = omega / (2 * kT)
    assert angle < np.pi
    assert abs(flux_num / (omega / 2 / np.sin(angle)) - 1) < 1e-4
    assert abs(mean_num / (omega / 2 / np.tan(angle)) - 1) < 1e-3
    omegas.append(omega)
    sum_flux += weight * flux_num
    sum_energy += weight * flux_num * mean_num
quantum_gain = sum_flux / (supply_mass * kT)
quantum_mean = sum_energy / sum_flux

# ---------------- other neglected effects ----------------
# Nonparabolic band: average over arriving states in scaled momentum p
p = np.linspace(0, np.sqrt(2 * 1.5), 200001)
band = (np.sqrt(1 + 2 * nonparabolicity * p * p) - 1) / (2 * nonparabolicity)
arrival = p**2 * np.gradient(band, p) * np.exp(-band / kT)
nonpar_total = (band * arrival).sum() / arrival.sum()
a = nonparabolicity * kT
assert abs(nonpar_total / (kT * (2 + 6 * a) / (1 + 2 * a)) - 1) < 1e-3

top_height = barrier - lowering
occupation = np.exp(-top_height / kT)
current = supply_au * np.exp(-top_height / kT) * current_unit
kT_hot = k_ev * hot_temperature
current_hot = (supply_mass * (kT_hot / hartree)**2 / (2 * np.pi**2)
               * np.exp(-top_height / kT_hot) * current_unit)
arrivals_per_ns = current * 1e-8 / const.e * 1e-9
m_cond = 3 / (1 / m_long + 2 / m_trans)
relaxation = mobility * 1e-4 * m_cond * const.m_e / const.e
free_path = (np.sqrt(8 * const.k * temperature / (np.pi * m_cond * const.m_e))
             * relaxation * 1e9)
deficit = (mean_flux - mean_half) * kT

# ---------------- output ----------------
print(f"inputs: T = {temperature:.0f} K, barrier = {barrier:.2f} eV")
print(f"doping = {doping:.1e} cm^-3, reverse bias = {reverse_bias:.1f} V")
print(f"masses: long {m_long}, trans {m_trans} m0; eps_r = {eps_r}")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"samples per rule = {count}")
print(f"mean normal energy, flux-weighted = {mean_flux * kT:.5f} eV")
print(f"mean normal energy, half-Maxwell = {mean_half * kT:.5f} eV")
print(f"ratio of normal energies = {ratio:.4f}")
print(f"mean total energy, flux-weighted = {total_flux * kT:.5f} eV")
print(f"mean total energy, half-Maxwell = {total_half * kT:.5f} eV")
print(f"ratio of total energies = {total_flux / total_half:.4f}")
print(f"share below 0.1 kT: flux {slow_flux:.4f}, half {slow_half:.4f}")
for h, n, mean, share, d_f, d_h in crossing_results:
    print(f"slab test, step {h} kT: {n} crossings, mean {mean:.4f} kT")
    print(f"  light-valley share {share:.4f}; CDF gap flux {d_f:.4f}, half {d_h:.4f}")
print(f"light-valley share from masses = {light_share:.4f}")
print(f"snapshot mean normal energy = {snapshot_mean:.4f} kT")
for t, o_f, o_h in zip(run_times, occ_flux, occ_half):
    print(f"occupancy at time {t} (scaled): flux {o_f:.3f}, half {o_h:.3f}")
for name, (s_f, s_h) in mean_speed.items():
    print(f"{name} normal mass, flux speed = {s_f:.3e} cm/s = {s_f / 1e7:.3f} A/fs")
    print(f"{name} normal mass, half speed = {s_h:.3e} cm/s = {s_h / 1e7:.3f} A/fs")
print(f"one draw: u = {u_draw}, energy = {energy_draw:.5f} eV")
print(f"one draw: light-valley speed = {speed_draw:.3e} cm/s")
print(f"band density of states = {band_density:.3e} cm^-3")
print(f"total band bending = {band_bending:.3f} eV")
print(f"depletion width = {width_nm:.0f} nm")
print(f"largest field = {field_si * 1e-8:.4f} MV/cm")
print(f"field / rough breakdown {breakdown_field} MV/cm = "
      f"{field_si * 1e-8 / breakdown_field:.3f}")
print(f"image lowering = {lowering:.4f} eV, top at {top_nm:.2f} nm")
print(f"lowered barrier = {top_height:.4f} eV")
print(f"supply mass factor = {supply_mass:.4f}")
print(f"current density at {temperature:.0f} K = {current:.3e} A/cm2")
print(f"arrivals per ns per square micrometre = {arrivals_per_ns:.4f}")
print(f"barrier-top omega: light {omegas[0]:.4f}, heavy {omegas[1]:.4f} eV")
print(f"flux factor from tunnelling and reflection = {quantum_gain:.4f}")
print(f"mean normal energy with them = {quantum_mean:.5f} eV")
print(f"ratio to half-Maxwell mean with them = {quantum_mean / (mean_half * kT):.3f}")
print(f"occupation at barrier top = {occupation:.2e}")
print(f"nonparabolicity (rough) = {nonparabolicity} 1/eV")
print(f"mean total energy, nonparabolic = {nonpar_total:.5f} eV")
print(f"distance for a drop of kT past top = {layer_nm:.1f} nm")
print(f"free path for rough mobility {mobility:.0f} cm2/Vs = {free_path:.0f} nm")
print(f"current factor for {barrier_uncertainty} eV barrier error = "
      f"{np.exp(barrier_uncertainty / kT):.2f}")
print(f"at {hot_temperature:.0f} K: mean normal energy kT = {kT_hot:.5f} eV")
print(f"at {hot_temperature:.0f} K: current, same barrier = {current_hot:.3e} A/cm2")
print(f"energy deficit of wrong rule = {deficit:.5f} eV")
print(f"deficit / total band bending = {deficit / band_bending:.4f}")
print("done: every assertion held")
```

Output:

```
inputs: T = 300 K, barrier = 0.65 eV
doping = 1.0e+15 cm^-3, reverse bias = 1.0 V
masses: long 0.916, trans 0.19 m0; eps_r = 11.7
thermal energy kT = 0.02585 eV
samples per rule = 4000000
mean normal energy, flux-weighted = 0.02587 eV
mean normal energy, half-Maxwell = 0.01293 eV
ratio of normal energies = 2.0001
mean total energy, flux-weighted = 0.05174 eV
mean total energy, half-Maxwell = 0.03881 eV
ratio of total energies = 1.3333
share below 0.1 kT: flux 0.0954, half 0.3455
slab test, step 0.5 kT: 131741 crossings, mean 1.0006 kT
  light-valley share 0.8135; CDF gap flux 0.0021, half 0.3022
slab test, step 1.5 kT: 48149 crossings, mean 0.9959 kT
  light-valley share 0.8130; CDF gap flux 0.0039, half 0.3016
light-valley share from masses = 0.8145
snapshot mean normal energy = 0.4988 kT
occupancy at time 10 (scaled): flux 1.204, half 2.683
occupancy at time 100 (scaled): flux 1.249, half 4.517
occupancy at time 1000 (scaled): flux 1.253, half 6.363
light normal mass, flux speed = 1.939e+07 cm/s = 1.939 A/fs
light normal mass, half speed = 1.234e+07 cm/s = 1.234 A/fs
heavy normal mass, flux speed = 8.832e+06 cm/s = 0.883 A/fs
heavy normal mass, half speed = 5.622e+06 cm/s = 0.562 A/fs
one draw: u = 0.3, energy = 0.03113 eV
one draw: light-valley speed = 2.401e+07 cm/s
band density of states = 2.738e+19 cm^-3
total band bending = 1.386 eV
depletion width = 1339 nm
largest field = 0.0207 MV/cm
field / rough breakdown 0.3 MV/cm = 0.069
image lowering = 0.0160 eV, top at 3.85 nm
lowered barrier = 0.6340 eV
supply mass factor = 2.0487
current density at 300 K = 4.945e-04 A/cm2
arrivals per ns per square micrometre = 0.0309
barrier-top omega: light 0.0208, heavy 0.0095 eV
flux factor from tunnelling and reflection = 1.0233
mean normal energy with them = 0.02465 eV
ratio to half-Maxwell mean with them = 1.906
occupation at barrier top = 2.23e-11
nonparabolicity (rough) = 0.5 1/eV
mean total energy, nonparabolic = 0.05236 eV
distance for a drop of kT past top = 15.7 nm
free path for rough mobility 1400 cm2/Vs = 44 nm
current factor for 0.05 eV barrier error = 6.92
at 400 K: mean normal energy kT = 0.03447 eV
at 400 K: current, same barrier = 4.045e-01 A/cm2
energy deficit of wrong rule = 0.01293 eV
deficit / total band bending = 0.0093
done: every assertion held
```
